# Rice's Formula and Gaussian Line Edges with Exponential Autocorrelation

## Definitions and conventions

Let \(h(x)\) be the deviation of one edge of a metal line from its mean position, at distance \(x\) along the line. It is taken to be a stationary Gaussian process with zero mean: any finite set of heights has a joint normal distribution that does not change when all positions are shifted together. Its autocorrelation and spectrum are

\[
R(x)=\langle h(y)h(y+x)\rangle,\qquad S(k)=\int_{-\infty}^{\infty}R(x)e^{-ikx}\,dx,
\]

so that \(R(x)=\int S(k)\cos(kx)\,dk/2\pi\). The variance is \(R(0)=\sigma^2\), and \(\rho(a)=R(a)/R(0)\) is the correlation of two heights a distance \(a\) apart. The algebra holds in any unit of length.

The number of crossings of a level \(u\) on a piece of edge is the largest \(n\) for which there are points \(x_0<x_1<\dots<x_n\) at which \(h-u\) is alternately positive and negative. Crossings in both directions count. If no largest \(n\) exists, the number is infinite. A measurement sees only heights on a grid of spacing \(a\), and counts neighbours on opposite sides of the level.

Rice's formula for the mean density of zero crossings is

\[
\nu_0=\frac1\pi\sqrt{\frac{-R''(0)}{R(0)}} .
\]

Its origin is simple for a smooth edge. Then \(\langle hh'\rangle=R'(0)=0\), because \(R\) is even, so \(h\) and \(h'\) at one point are independent normal variables. Near a zero, the edge spends a length \(dh/|h'|\) in a height interval \(dh\), so the crossing density is the probability density of \(h=0\) times \(\langle|h'|\rangle\). With slope variance \(m_2=-R''(0)\),

\[
\nu_0=\frac{1}{\sqrt{2\pi}\,\sigma}\sqrt{\frac{2m_2}{\pi}}=\frac{\sqrt{m_2}}{\pi\sigma}.
\]

The argument needs a slope with finite variance.

## The counter-example

Take

\[
R(x)=\sigma^2e^{-|x|/\xi},\qquad \sigma=1\ \text{nm},\quad \xi=20\ \text{nm}.
\]

**The tempting calculation.** For \(x>0\), two derivatives give \(R''(0^+)=+\sigma^2/\xi^2\). A slope variance \(-R''(0)\) would then be negative. Dropping the sign gives a density \(1/(\pi\xi)=15.9\) per µm, which looks reasonable and has no basis. The one-sided derivative misses the cusp. Over the whole axis \(R'=-(\sigma^2/\xi)\,\mathrm{sgn}(x)\,e^{-|x|/\xi}\), and since \(\mathrm{sgn}\) jumps by 2 at the origin,

\[
R''(x)=\frac{\sigma^2}{\xi^2}e^{-|x|/\xi}-\frac{2\sigma^2}{\xi}\,\delta(x).
\]

The delta function carries the negative sign that a slope variance requires, and its value at the origin is not finite.

**The slope.** Finite differences show the same thing without distributions. Expanding the square,

\[
\left\langle\left[\frac{h(x+a)-h(x)}{a}\right]^2\right\rangle
=\frac{2R(0)-2R(a)}{a^2}
=\frac{2\sigma^2(1-e^{-a/\xi})}{a^2}\;\longrightarrow\;\frac{2\sigma^2}{\xi a}\quad(a\ll\xi).
\]

The height difference grows as \(\sqrt a\), as in a random walk, so its ratio to \(a\) diverges.

The spectrum tells where the slope comes from. Since \(R\) is even,

\[
S(k)=2\sigma^2\int_0^\infty e^{-x/\xi}\cos(kx)\,dx=\frac{2\sigma^2\xi}{1+k^2\xi^2}.
\]

Each derivative multiplies an amplitude by \(k\). If wavenumbers above \(K\) are removed, the mean-square slope is, with \(k^2\xi^2/(1+k^2\xi^2)=1-1/(1+k^2\xi^2)\),

\[
\int_{-K}^{K}\frac{dk}{2\pi}\,k^2S(k)=\frac{2\sigma^2}{\pi\xi}\left[K-\frac{\arctan(K\xi)}{\xi}\right].
\]

For \(K=1\), 10 and 100 nm\(^{-1}\) this is 0.029, 0.316 and 3.18. Equal intervals of large \(k\) contribute equally, and there is no convergence.

**The count.** Let \(h_1,h_2\) be neighbouring heights, and write \(\rho=\cos\theta\) with \(0<\theta<\pi/2\). Two independent standard normal variables \(g_1,g_2\) reproduce the pair:

\[
h_1=\sigma g_1,\qquad h_2=\sigma(g_1\cos\theta+g_2\sin\theta),
\]

since both have variance \(\sigma^2\) and their covariance is \(\sigma^2\cos\theta\). In polar form \(g_1=r\cos\varphi\), \(g_2=r\sin\varphi\), the angle \(\varphi\) is uniform on the circle, and

\[
h_1=\sigma r\cos\varphi,\qquad h_2=\sigma r\cos(\varphi-\theta).
\]

The half-circle on which \(h_2>0\) is the half-circle on which \(h_1>0\), turned by \(\theta\). The signs differ on two arcs of length \(\theta\), a fraction \(2\theta/2\pi\) of the circle. The expected density of counted crossings is therefore

\[
\nu_0(a)=\frac{\arccos(e^{-a/\xi})}{\pi a}.
\]

For small \(a\), \(1-\theta^2/2\approx1-a/\xi\) gives \(\theta\approx\sqrt{2a/\xi}\), and

\[
\nu_0(a)\approx\frac1\pi\sqrt{\frac{2}{\xi a}}\qquad(a\ll\xi).
\]

In the opposite limit \(a\gg\xi\), \(\theta\to\pi/2\) and the density becomes \(1/(2a)\): the samples are independent, and half of all neighbouring pairs differ in sign. Neither limit contains a range where the count settles.

At \(a=1\) nm, \(\rho=e^{-0.05}=0.9512\) and \(\theta=0.3136\), so \(\nu_0(a)=0.3136/\pi=0.0998\) per nm, or 99.8 per µm. The table adds a count on a simulated edge 2 mm long. That edge was made on a 0.25 nm grid by the recursion \(h_{j+1}=\rho h_j+\sigma\sqrt{1-\rho^2}\,g_j\), with fresh normal numbers \(g_j\). Each step multiplies the covariance with earlier heights by \(\rho\) and keeps the variance at \(\sigma^2\), so the autocorrelation on the grid is the required exponential. Coarser grids use every second, fourth, eighth or sixteenth height.

| \(a\) (nm) | rms slope | formula (µm⁻¹) | simulated (µm⁻¹) |
|---|---|---|---|
| 4 | 0.151 | 48.7 | 48.9 |
| 2 | 0.218 | 70.0 | 70.2 |
| 1 | 0.312 | 99.8 | 100.1 |
| 0.5 | 0.444 | 141.8 | 142.3 |
| 0.25 | 0.630 | 200.9 | 201.6 |

The slope column is the finite-difference formula. A fourfold refinement from 1 to 0.25 nm doubles the count, as \(a^{-1/2}\) requires. The finest value equals 0.0201 per Å. The first 1000 nm of the simulated edge gave 53, 67, 83, 131 and 175 crossings on the successive grids. A single line, only 50 correlation lengths long, scatters visibly about the mean law, but its count also rises at each refinement.

Inserting the finite-difference slope into Rice's formula does not help. It gives \(\sqrt{2(1-\rho)}/(\pi a)=2\sin(\theta/2)/(\pi a)\), which for small \(\theta\) is the grid count again. The factor \(1/a\) is common to both expressions, so their agreement yields no density independent of the grid. It reflects the Gaussian statistics of the heights: for the two-level edge discussed below, which has the same \(R\), the slope estimate on the 1 nm grid is about four times the count.

## The general statement

Let \(h\) be a stationary, zero-mean Gaussian process with continuous paths and spectral density \(S(k)\), and define

\[
\lambda=\frac{1}{\sigma^2}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,k^2S(k),
\]

which may be infinite. Then the expected number of crossings of the level \(u\) per unit length is

\[
\nu_u=\frac{\sqrt\lambda}{\pi}\,e^{-u^2/2\sigma^2},
\]

and it is infinite if and only if \(\lambda\) is infinite.

When \(\lambda\) is finite, \(\sigma^2\lambda=-R''(0)\) and this is Rice's formula. When it is infinite, as for the exponential, the formula still holds as the equality of two infinite quantities, but no finite density can be drawn from it. The proof has three parts.

**1. Grid counts rise to the true count.** Divide a piece of length \(L\) into \(2^n\) equal steps \(a=L/2^n\), and let \(n\) grow. With probability one no grid height equals \(u\). Each finer grid contains the coarser one. If two neighbours lie on opposite sides of \(u\), inserting a point between them leaves at least one change of side, so the count cannot fall. It cannot exceed the true number either, because its changes supply an alternating chain of points.

Conversely, take any alternating chain \(x_0<\dots<x_m\). Since \(h\) is continuous, each \(x_i\) can be moved to a nearby grid point of a sufficiently fine grid without changing the side or the order. That grid counts at least \(m\) crossings. The grid counts therefore increase to the true number, finite or infinite. For an increasing sequence of non-negative counts, expectation and limit may be interchanged (monotone convergence). There are \(L/a\) pairs of neighbours, each with the same crossing probability \(P_u(a)\), and so

\[
\nu_u=\lim_{a\to0}\frac{P_u(a)}{a}.
\]

**2. The crossing probability.** Measure heights in units of \(\sigma\), with \(v=u/\sigma\). The joint density \(\phi(x,y;r)\) of two standard normal variables with correlation \(r\) is the Fourier transform of \(\exp[-(p^2+2rpq+q^2)/2]\). Differentiating by \(r\) brings down \(-pq\), and so does \(\partial^2/\partial x\,\partial y\), through \((ip)(iq)\). Hence

\[
\frac{\partial\phi}{\partial r}=\frac{\partial^2\phi}{\partial x\,\partial y}.
\]

Integrating over \(x>v\), \(y>v\), where the upper limits contribute nothing,

\[
\frac{\partial}{\partial r}\,\mathrm{Prob}(x>v,\,y>v)=\phi(v,v;r)=\frac{e^{-v^2/(1+r)}}{2\pi\sqrt{1-r^2}} .
\]

The exponent is \(-(2v^2-2rv^2)/[2(1-r^2)]=-v^2/(1+r)\). The probability of opposite sides is \(P_u=2[\mathrm{Prob}(x>v)-\mathrm{Prob}(x>v,y>v)]\), where the factor 2 counts both orders. It vanishes at \(r=1\). Integrating from \(\rho\) to 1 and setting \(r=\cos t\),

\[
P_u(a)=2\int_\rho^1\frac{e^{-v^2/(1+r)}}{2\pi\sqrt{1-r^2}}\,dr
=\frac1\pi\int_0^{\theta}\exp\!\left[-\frac{u^2}{\sigma^2(1+\cos t)}\right]dt,
\qquad \theta=\arccos\rho(a).
\]

For \(u=0\) this is \(\theta/\pi\), the result found from the circle.

**3. The limit.** Continuity gives \(\rho(a)\to1\), hence \(\theta\to0\), and the integrand tends to \(e^{-u^2/2\sigma^2}\) over the whole shrinking range. Thus \(P_u(a)/a\) has the limit of \((\theta/\pi a)\,e^{-u^2/2\sigma^2}\). Since \(2(1-\cos\theta)=4\sin^2(\theta/2)\), which approaches \(\theta^2\),

\[
\lim_{a\to0}\frac{\theta^2}{a^2}=\lim_{a\to0}\frac{2[1-\rho(a)]}{a^2}
=\lim_{a\to0}\frac{1}{\sigma^2}\int\frac{dk}{2\pi}\,S(k)\,\frac{4\sin^2(ka/2)}{a^2}.
\]

The last fraction never exceeds \(k^2\), and tends to \(k^2\) at each \(k\). If \(\int k^2S\,dk\) is finite, dominated convergence gives the limit \(\lambda\). If it is infinite, any finite range \(|k|<K\) already forces the limit to be at least its own share of \(\lambda\), and this share grows without bound with \(K\). The limit is \(\lambda\) in both cases, which completes the proof.

The exponential edge satisfies the continuity assumption. Its increments are normal, so \(\langle(\Delta h)^4\rangle=3\langle(\Delta h)^2\rangle^2\le12\sigma^4a^2/\xi^2\). A bound with a power of \(a\) above one is Kolmogorov's sufficient condition for continuous paths.

## What the statement does and does not say

**High levels are affected too.** A deep excursion is rarer, but its boundary is crossed just as roughly. At \(u=2\sigma\) the small-spacing factor is \(e^{-2}=0.135\). The full integral gives 13.3 crossings per µm on the 1 nm grid and 27.1 on the 0.25 nm grid. Raising the level lowers the count without curing its growth.

**An infinite mean does not put a crossing in every piece.** Write \(h(x)=e^{-x/\xi}h(0)+w(x)\) for \(0\le x\le L\). The remainder \(w\) is uncorrelated with \(h(0)\), hence independent of it, and is continuous. With positive probability \(|w|\) stays below some bound \(M\), and with positive probability \(h(0)>Me^{L/\xi}\). The edge then stays positive throughout.

**The exponential is one case of many.** Let \(R=\sigma^2\exp[-(|x|/\xi)^{2H}]\) with \(0<H\le1\). For small \(a\), \(1-\rho\approx(a/\xi)^{2H}\), so \(\theta\approx\sqrt2\,(a/\xi)^H\) and

\[
\nu_0(a)\approx\frac{\sqrt2}{\pi\,\xi^{H}}\,a^{H-1}.
\]

For \(H<1\) the count diverges; \(H=1/2\) is the exponential. At \(H=1\) it settles at \(\sqrt2/(\pi\xi)\), and Rice's formula applies. With \(\sigma\) and \(\xi\) held fixed and \(H=0.75\), the count rises from 47.5 to 67.3 per µm between the 1 and 0.25 nm grids, a factor of 1.42 in place of 2.01.

**Gaussian heights are needed for the count.** Consider an edge that sits at \(+\sigma\) or \(-\sigma\) and switches at random points with density \(\gamma\). The number of switches in a length \(a\) is Poisson distributed, and is odd with probability \((1-e^{-2\gamma a})/2\). Therefore

\[
R(a)=\sigma^2\left[1-2\cdot\tfrac12(1-e^{-2\gamma a})\right]=\sigma^2e^{-2\gamma a}.
\]

With \(\gamma=1/(2\xi)\) this is the same exponential, and the finite-difference slope diverges as before. Yet the counted density is \((1-e^{-a/\xi})/(2a)\), which tends to \(1/(2\xi)\). For \(\xi=20\) nm it is 22.7, 24.4 and 24.8 per µm at spacings of 4, 1 and 0.25 nm, with limit 25. The large slope sits in a few jumps, each of which is one crossing. The autocorrelation alone thus fixes the mean-square slope, but not the number of crossings.

## A finite count needs an inner length

Suppose the edge is smoothed by a Gaussian weight of standard deviation \(s\), as a finite probe would do in a simple linear model. Amplitudes are multiplied by \(e^{-k^2s^2/2}\), and the spectrum by \(e^{-k^2s^2}\). The moments need one integral. Using \(1/(1+k^2\xi^2)=\int_0^\infty e^{-t(1+k^2\xi^2)}dt\), doing the \(k\) integral, and then substituting \(z^2=t+s^2/\xi^2\),

\[
J=\int_{-\infty}^{\infty}\frac{e^{-k^2s^2}}{1+k^2\xi^2}\,dk
=\int_0^\infty e^{-t}\sqrt{\frac{\pi}{s^2+t\xi^2}}\,dt
=\frac{2\sqrt\pi}{\xi}\,e^{s^2/\xi^2}\int_{s/\xi}^{\infty}e^{-z^2}dz=\frac{\pi}{\xi}E,
\]

with \(E=e^{s^2/\xi^2}\,\mathrm{erfc}(s/\xi)\). The height variance is \(m_0=(\sigma^2\xi/\pi)J=\sigma^2E\). For the slope variance, the same splitting of \(k^2\xi^2/(1+k^2\xi^2)\) as above gives

\[
m_2=\frac{\sigma^2}{\pi\xi}\left[\frac{\sqrt\pi}{s}-J\right]
=\frac{\sigma^2}{\xi^2}\left[\frac{\xi}{\sqrt\pi\,s}-E\right].
\]

Both are finite, so Rice's formula holds for the smoothed edge: \(\nu_0=\sqrt{m_2/m_0}/\pi\). For \(s=1\) nm the rms height is 0.9726 nm and the rms slope 0.1608, hence \(\nu_0=0.1608/(0.9726\,\pi)\) per nm, or about 52.6 per µm. Smoothing the simulated edge with this weight and counting on the 0.25 nm grid gives 52.7. On the 1 nm grid it gives 51.7, so the count has nearly settled once \(a\) is no larger than \(s\).

The result still depends on the smoothing. For \(s\ll\xi\), \(E\to1\) and \(\nu_0\approx(\sqrt\pi\,\xi s)^{-1/2}/\pi\). Blurs of 2, 1 and 0.5 nm give 36.6, 52.6 and 75.0 per µm. A crossing density of this kind describes the edge and the blur together, and has to be stated with \(s\).

## Reading the numbers for a copper line

The values \(\sigma=1\) nm and \(\xi=20\) nm are rough but plausible for a narrow copper interconnect. The exponential form cannot persist below the atomic spacing, roughly 0.25 nm, where a continuous edge loses its meaning. The 201 crossings per µm on the finest grid are therefore the model's value at that cutoff, not a prediction for copper. In a measurement, resolution and noise intervene earlier, and they act in opposite directions. A 1 nm blur lowers the count on the 0.25 nm grid from 201 to about 53 per µm.

Independent detection noise of rms \(\sigma_n\) at each grid point leaves the covariance of neighbours unchanged but raises their variance, so that \(\rho\) becomes \(\rho\sigma^2/(\sigma^2+\sigma_n^2)\). Without blur and with \(\sigma_n=0.3\) nm, the arccosine law gives 162 per µm on the 1 nm grid and 556 on the 0.25 nm grid. If the same noise is added after a 1 nm blur of the edge, the values are 143 and 537, so on the fine grid the blur offsets very little of the noise. As \(a\to0\) this correlation stays below one, so the count grows as \(1/a\), faster than the edge's own \(a^{-1/2}\). This law assumes noise of fixed rms that stays independent from point to point on every grid; in a real image the noise depends on pixel size and dose and may be correlated, so the law holds only over the range of spacings where that assumption does. The noise adds \(2\sigma_n^2/a^2\) to the mean-square slope, which equals the edge's \(2\sigma^2(1-e^{-a/\xi})/a^2\) at \(a=-\xi\ln(1-\sigma_n^2/\sigma^2)=1.9\) nm; the small-spacing form \(2\sigma^2/(\xi a)\) gives \(a\approx\xi\sigma_n^2/\sigma^2=1.8\) nm. On finer grids the noise contributes more to the mean-square slope than the edge does.

Subtracting the mean of a finite line matters far less. For \(L\gg\xi\) the mean has variance of about \(2\sigma^2\xi/L\), or 4% of \(\sigma^2\) for a 1000 nm line. Removing it lowers the rms height by about 2% and leaves height differences within the line unchanged, so the count should rise by about 2%. Applying the arccosine law to the correlations of the centred heights on a 1 nm grid, averaged along the line, gives 2.0%. Removing a fitted straight line in place of the mean alone raises the change to about 4%.

For these parameters, then, blur alone lowers the count by a factor of 3.8 and noise alone raises it by a factor of 2.8 on the 0.25 nm grid. On the 1 nm grid the factors are 1.9 and 1.6, while subtracting the mean of the finite line changes the count there by only about 2%. Comparing the counts of two edges requires the same grid, blur and noise for both, but even this is not sufficient, because the effect of noise depends on \(\sigma_n/\sigma\). With \(\sigma_n=0.3\) nm and no blur, an edge with \(\sigma=0.5\) nm and \(\xi=40\) nm gives about 245 crossings per µm on the 1 nm grid, against 162 for the edge used here. Without noise it would give fewer, 71 against 100. Under the exponential Gaussian model, no refinement of the grid turns the crossing count into a property of the edge alone.
